# Energies and couplings of sp3 hybrids for a silicon dangling bond

A silicon atom at the boundary between silicon and its oxide may have three bonded neighbours and an empty place where the fourth would be. One electron is then left in an orbital that points towards the empty place: a dangling bond. To put this orbital into a tight-binding calculation, one needs its energy and its coupling to the three orbitals on the same atom that carry the intact bonds, besides any couplings to other atoms. In the simplest approximation, which neglects the lower symmetry of the site, the energy and the on-site coupling follow from two numbers, the s and p energies of the atom.

## Orbitals and assumptions

Let $s,p_x,p_y,p_z$ be real, orthonormal valence orbitals on one atom, and let $H$ be an effective one-electron Hamiltonian, as in a mean-field theory. The algebra is in atomic units. Assume

$$
\langle s|H|s\rangle=E_s,\qquad
\langle p_a|H|p_b\rangle=E_p\,\delta_{ab},\qquad
\langle s|H|p_a\rangle=0 .
$$

For a spherical atom these relations follow from symmetry. Reflection $x\to-x$ reverses $p_x$ and leaves $s,p_y,p_z$ unchanged. An element containing $p_x$ once therefore equals its own negative and is zero. The same holds for $y$ and $z$, and rotations make the three p energies equal.

A site with full tetrahedral symmetry also suffices. A half-turn about $z$ reverses $p_x$ and $p_y$, so neither can mix with $s$ or $p_z$. Half-turns about the other axes remove the remaining off-diagonal elements, and the threefold rotations that permute $x,y,z$ make the p energies equal. An atom with a missing neighbour lacks this symmetry. Using the relations there is an approximation, whose corrections are given below.

For a unit vector $\mathbf n$, define $p_{\mathbf n}=n_xp_x+n_yp_y+n_zp_z$. Orthonormality of the p orbitals gives

$$
\langle p_{\mathbf n}|p_{\mathbf m}\rangle=\sum_{ab}n_am_b\delta_{ab}=\mathbf n\cdot\mathbf m .
$$

Thus $p_{\mathbf n}$ is a normalized p orbital along $\mathbf n$.

## Construction of the hybrids

Four equivalent hybrids have the same s and p amplitudes and differ in direction:

$$
h_i=a\,s+b\,p_{\mathbf n_i},\qquad a,b>0,\quad i=1,\ldots,4 .
$$

Their overlaps must satisfy

$$
\langle h_i|h_j\rangle=a^2+b^2\,\mathbf n_i\cdot\mathbf n_j=\delta_{ij}.
$$

The cross terms vanish because $s$ is orthogonal to every p orbital. For $i=j$ this gives $a^2+b^2=1$.

A second condition comes from counting. Four orthonormal functions in a four-dimensional space form a complete basis of it, so the squared components of $s$ along them add to one:

$$
1=\langle s|s\rangle=\sum_{i=1}^4|\langle h_i|s\rangle|^2=4a^2 .
$$

Hence $a=1/2$ and $b=\sqrt{1-1/4}=\sqrt3/2$. Each hybrid is one quarter s and three quarters p by weight. For $i\ne j$, orthogonality now requires

$$
\frac14+\frac34\,\mathbf n_i\cdot\mathbf n_j=0
\quad\Longrightarrow\quad
\mathbf n_i\cdot\mathbf n_j=-\frac13 ,
$$

which is an angle of $\arccos(-1/3)=109.47^\circ$. The vectors $(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$ and $(-1,-1,1)$, each divided by $\sqrt3$, meet this condition: any two of the undivided vectors have scalar product $-1$. Since $b/\sqrt3=1/2$, the hybrids are

$$
\begin{aligned}
h_1&=\tfrac12(s+p_x+p_y+p_z), & h_2&=\tfrac12(s+p_x-p_y-p_z),\\
h_3&=\tfrac12(s-p_x+p_y-p_z), & h_4&=\tfrac12(s-p_x-p_y+p_z).
\end{aligned}
$$

On an atom whose bonds point the opposite way, replace every $\mathbf n_i$ by $-\mathbf n_i$. The scalar products do not change, so the energy and coupling derived next are the same. Shifts caused by s–p mixing, treated later, reverse their sign if the elements $\langle s|H|p_a\rangle$ stay the same. If the surroundings of the atom are inverted too, these elements also change sign and the shifts are unchanged.

## Energy and coupling

Insert the hybrids into a general matrix element:

$$
\begin{aligned}
\langle h_i|H|h_j\rangle
&=a^2\langle s|H|s\rangle
+ab\langle s|H|p_{\mathbf n_j}\rangle
+ab\langle p_{\mathbf n_i}|H|s\rangle
+b^2\langle p_{\mathbf n_i}|H|p_{\mathbf n_j}\rangle\\
&=\frac14E_s+\frac34E_p\,\mathbf n_i\cdot\mathbf n_j .
\end{aligned}
$$

The two middle terms vanish by assumption. With $\mathbf n_i\cdot\mathbf n_i=1$, and $\mathbf n_i\cdot\mathbf n_j=-1/3$ for different hybrids,

$$
\boxed{\;\varepsilon\equiv\langle h_i|H|h_i\rangle=\frac{E_s+3E_p}{4},\qquad
V\equiv\langle h_i|H|h_j\rangle=\frac{E_s-E_p}{4}\quad(i\ne j).\;}
$$

The coupling has a simple origin. Within the four-orbital space the Hamiltonian is

$$
H=E_p\,\mathbf 1+(E_s-E_p)\,|s\rangle\langle s| .
$$

The first term cannot connect orthogonal hybrids. The second connects them because each contains $s$ with amplitude $1/2$, which gives $\frac12\cdot\frac12(E_s-E_p)$. If $E_s=E_p$, the coupling vanishes.

For $E_s<E_p$, $V$ is negative. This sign belongs to the convention that every hybrid contains $+s/2$. Replacing one hybrid by its negative reverses its three couplings and leaves its energy unchanged. Couplings to neighbouring atoms must use the same phases.

## What the hybrid energy means

The number $\varepsilon$ is an expectation value. To find the stationary states within the four-orbital space, write $\psi=\sum_jc_jh_j$. The Hamiltonian acts on the coefficients as

$$
(Hc)_i=\varepsilon c_i+V\sum_{j\ne i}c_j=(\varepsilon-V)c_i+V\sum_jc_j .
$$

If all coefficients are equal, the eigenvalue is

$$
\varepsilon+3V=\frac{E_s+3E_p+3E_s-3E_p}{4}=E_s .
$$

This state is $\frac12\sum_ih_i=s$, because the p parts cancel. If the coefficients sum to zero, which leaves three independent choices, the eigenvalue is

$$
\varepsilon-V=\frac{E_s+3E_p-E_s+E_p}{4}=E_p .
$$

The original levels are recovered. Keeping $\varepsilon$ on the diagonal but dropping $V$ would replace them by four equal levels at $\varepsilon$.

The energy spread of one hybrid measures how far it is from being stationary. Suppose that $H$ does not lead out of the four-orbital space, as when $s$ and the p orbitals are eigenstates of a free atom. The hybrids can then be inserted as a complete set between the two factors of $H$:

$$
\langle h_i|H^2|h_i\rangle=\sum_j|\langle h_j|H|h_i\rangle|^2=\varepsilon^2+3V^2 .
$$

Subtracting $\varepsilon^2$ and taking the root gives a spread of $\sqrt3\,|V|$. Coupling to orbitals outside the space would increase it.

## Numbers for a silicon atom

The levels used here come from a free silicon atom in the local density approximation, with Slater exchange and VWN correlation, in the def2-QZVP basis. The calculation is nonrelativistic and not spin-polarized. The two 3p electrons are spread equally over the three p orbitals, which keeps the atom spherical. The self-consistent orbital energies are $E_s=-10.822$ eV and $E_p=-4.159$ eV. Therefore

$$
\varepsilon=\frac{-10.822+3(-4.159)}4\ \text{eV}=-5.82\ \text{eV},
$$

$$
V=\frac{-10.822-(-4.159)}4\ \text{eV}=-1.67\ \text{eV}.
$$

In atomic units these are $-0.214$ and $-0.0612$ hartree. The hybrid lies closer to the p level because three quarters of its weight is p. Its energy spread is $\sqrt3\times1.67=2.9$ eV, so the coupling is not a small detail on the scale of the atomic levels.

The smaller def2-TZVP basis gives $-10.774$ and $-4.117$ eV. Both levels move up by nearly the same amount, so $\varepsilon$ changes by about 0.04 eV and $V$ by less than 0.01 eV. A large uncontracted basis lowers both levels by a further 0.012 eV relative to def2-QZVP, to $-10.834$ and $-4.171$ eV. This moves $\varepsilon$ to $-5.84$ eV and leaves $V$, and the dipole $d$ below, unchanged to the digits shown. The def2-QZVP values are kept in what follows, so absolute energies are about 0.01 eV too high. These comparisons show sensitivity to the basis; they do not measure the error of the density functional. The orbital energies are not ionization energies, and a free atom lacks the potential of the surrounding crystal.

An eigenvalue solver may return the degenerate p orbitals in any rotated combination $\tilde p_m$. The hybrids need orbitals along known axes, with known signs. Form the matrix $D_{km}=\langle s|x_k|\tilde p_m\rangle$, with positions measured from the nucleus. For a spherical atom $D=dR$, where $R$ is an orthogonal matrix and $d>0$. The orbitals $p_k=\sum_mR_{km}\tilde p_m$ then satisfy

$$
\langle s|x_k|p_l\rangle=\sum_mD_{km}R_{lm}=d\,(RR^{\mathsf T})_{kl}=d\,\delta_{kl}.
$$

This choice also fixes where a hybrid points. In $\langle h_i|\mathbf r|h_i\rangle$ the s–s and p–p terms vanish by inversion, and the two cross terms give

$$
\langle h_i|\mathbf r|h_i\rangle=2ab\,d\,\mathbf n_i=\frac{\sqrt3}{2}\,d\,\mathbf n_i .
$$

For silicon $d=0.704$ Å, so the centre of the hybrid's density lies 0.61 Å from the nucleus, in the direction $+\mathbf n_i$.

## When the site is less symmetric

Suppose first that the p levels split into $E_x,E_y,E_z$ while the off-diagonal elements stay zero. Each p coefficient in a hybrid is $\pm1/2$, so every diagonal element becomes

$$
\langle h_i|H|h_i\rangle=\frac{E_s+E_x+E_y+E_z}{4}.
$$

The couplings keep the products of signs and need not be equal:

$$
\langle h_1|H|h_2\rangle=\frac{E_s+E_x-E_y-E_z}{4},\qquad
\langle h_1|H|h_4\rangle=\frac{E_s-E_x-E_y+E_z}{4}.
$$

A harmonic well of unit frequency, in atomic units, makes this concrete. Its lowest s and p levels are $3/2$ and $5/2$ hartree, giving $\varepsilon=2.25$ and $V=-0.25$ hartree. Add the potential $kz^2/2$ with $k=0.4$, keeping the same four functions. The mean of $z^2$ is $1/2$ in $s,p_x,p_y$ and $3/2$ in $p_z$. The diagonal elements for $s,p_x,p_y,p_z$ become $1.6,2.6,2.6,2.8$ hartree. All hybrid energies are then 2.4 hartree, but the two couplings above are $-0.3$ and $-0.2$ hartree.

Suppose instead that the site mixes s and p, with real elements $W_a=\langle s|H|p_a\rangle$. If $\sigma_{ia}=\pm1$ is the sign of $p_a$ in $h_i$, the two cross terms add

$$
2\cdot\frac12\cdot\frac{\sigma_{ia}}2W_a=\frac{\sigma_{ia}W_a}{2}
$$

to the energy of $h_i$ for each direction $a$. Hybrids pointing in different directions can now differ in energy. In the original well, a potential $gz$ with $g=0.2$ gives $W_z=g/\sqrt2$. It raises $h_1$ and $h_4$ by 0.071 hartree and lowers $h_2$ and $h_3$ by the same amount.

At a dangling bond with three equal neighbours, the threefold axis along $\mathbf n_1$ allows s–p mixing and also coupling between the p orbitals. A real element $P_{ab}=\langle p_a|H|p_b\rangle$ adds $\sigma_{ia}\sigma_{ib}P_{ab}/2$ to the energy of $h_i$ for each pair $a<b$. This too can separate the dangling hybrid from the back hybrids in energy.

For a general on-site block, the safe procedure is to transform the whole matrix. Let row $i$ of $U$ be $\frac12(1,\sigma_{ix},\sigma_{iy},\sigma_{iz})$. Then $H_{\text{hyb}}=UH_{sp}U^{\mathsf T}$ includes splitting, s–p mixing and any coupling between p orbitals.

The bond angles may change too. For orthonormal hybrids $h_i=a_is+b_ip_{\mathbf n_i}$ with unequal s amplitudes, the projector form of $H$ gives

$$
\langle h_i|H|h_i\rangle=E_p+a_i^2(E_s-E_p),\qquad
\langle h_i|H|h_j\rangle=a_ia_j(E_s-E_p).
$$

If the atom moves into the plane of its three neighbours, the equivalent back hybrids lie in that plane and share all of $s$, so $a_i^2=1/3$ for each. The dangling orbital is pure p: its energy is $E_p$ and its on-site couplings vanish. With the silicon levels held fixed, flattening the atom raises the dangling orbital from $-5.82$ to $-4.16$ eV.

## The dangling level with three back bonds

Return to tetrahedral hybrids and let $h_1$ be the dangling one. Each back hybrid $h_j$, $j=2,3,4$, couples by $V_2\ne0$ to one neighbour hybrid $t_j$, also at energy $\varepsilon$, as for three silicon neighbours; oxygen neighbours are not described by this choice. No other couplings between atoms are kept. For a state with amplitudes $c_i$ on $h_i$ and $d_j$ on $t_j$, the equations are

$$
\begin{aligned}
(E-\varepsilon)c_1&=V(c_2+c_3+c_4),\\
(E-\varepsilon)c_j&=V\sum_{i\ne j}c_i+V_2d_j,\\
(E-\varepsilon)d_j&=V_2c_j .
\end{aligned}
$$

Try $E=\varepsilon$. The third line requires $c_j=0$ on every back hybrid, and the first is then satisfied. The second becomes $0=Vc_1+V_2d_j$, so $d_j=-Vc_1/V_2$. A level therefore remains at $\varepsilon$ in this model, although $h_1$ is coupled to its neighbours on the atom. Normalization gives its weight on the dangling hybrid:

$$
w=\frac{c_1^2}{c_1^2+3d_j^2}=\frac{V_2^2}{V_2^2+3V^2}.
$$

For strong bonds, $|V_2|\gg|V|$, the weight approaches one. As $|V_2|$ falls, the state spreads onto the neighbours. At $V_2=0$ they are disconnected, and this formula no longer describes a dangling state.

With the silicon value of $V$ and the chosen round value $V_2=-4$ eV,

$$
w=\frac{16}{16+3(1.67)^2}=0.66 .
$$

The other 0.34 lies on the three neighbour hybrids, with none on the back hybrids. Diagonalizing the seven-orbital matrix numerically gives three levels below the dangling one, at $-12.70$, $-9.08$ and $-9.08$ eV, and three above it, at $-2.28$, $-0.91$ and $-0.91$ eV. The silicon atom supplies four electrons and the three neighbour hybrids supply one each. Six of the seven fill the lower levels in pairs, and the last occupies the dangling level alone.

The level stays at $\varepsilon$ because the neighbour hybrids have that same energy. If they are raised by 1 eV, diagonalization puts the dangling level at $-5.51$ eV, a rise of 0.31 eV. First-order perturbation theory predicts the neighbour weight times the shift, $0.34\times1=0.34$ eV; the difference comes from higher orders.

This model leaves out the other orbitals of the neighbours, the rest of the solid and the change of potential at the interface. The weight 0.66 depends on this truncation. Give each neighbour its own four hybrids with the same $\varepsilon$ and $V$, and let the bonds branch outwards without closing rings. The argument above then repeats at every atom: the level stays at $\varepsilon$, and each shell carries $3V^2/V_2^2=0.52$ times the weight of the one before. The weight on the dangling hybrid falls to 0.56 with one more shell and tends to $1-3V^2/V_2^2=0.48$. In the diamond lattice with the same $V$ and $V_2$, the gap runs from $E_p+V_2=\varepsilon-2.33$ eV to $E_s-V_2=\varepsilon-1.00$ eV, so $\varepsilon$ lies in the conduction band of that model. The value of $\varepsilon$ is a starting matrix element, not a prediction of where a defect level lies in the silicon band gap.
